# Arias–Mills two-magnon linewidth and its arcsine law in in-plane magnetized films

A ferromagnetic film magnetized in its plane absorbs microwaves most strongly when its magnetization precesses uniformly. Gilbert damping gives this resonance a width that grows linearly with frequency. In a film with small lateral irregularities, however, the uniform mode can also pass its energy to spin waves of finite wavevector at the same frequency. If the effective magnetization is positive, this two-magnon process adds a width that rises at low frequency and then bends over. The bend follows from a count of the spin waves that are available. The size of the added width, and part of its frequency dependence, depends on the kind of disorder.

## Result and conventions

The magnetization lies along $z$, the in-plane transverse axis is $x$, and the film normal is $y$. The thickness is $d$. All fields are in tesla: $B$ is the applied in-plane field at resonance, $B_s=\mu_0M_s$, and $B_e=\mu_0M_{\rm eff}$ includes any uniform perpendicular anisotropy. Frequency is expressed as the field $w=\hbar\omega/(g\mu_B)=\omega/\gamma$. The exchange stiffness is $D=2A/M_s$, in T nm². Linewidths are half widths at half maximum (HWHM) in field. The two-magnon part is

$$\Delta B=\Gamma\,\phi_c,\qquad \phi_c=\arcsin\sqrt{\frac{B}{B+B_e}},\qquad \Gamma=\frac{C_{\rm res}(0)}{\pi D}. \tag{1}$$

Here $C_{\rm res}(0)$ is the correlation function of the local resonance field, integrated over the film plane. The result is of second order in the disorder, and it holds for long-wavelength final states, short-range disorder, and linewidths small compared with the depth of the spin-wave band below the uniform mode.

## Equation of motion

Let $m_x,m_y$ be the transverse components of the unit magnetization vector. In the torque equation $\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm tot}$, the transverse field is a drive $h_i$ plus a restoring part proportional to $-m_i$. Adding the restoring part to $B$ defines the stiffnesses $A_x,A_y$. To first order,

$$\dot m_x=-\gamma(A_ym_y-h_y),\qquad \dot m_y=\gamma(A_xm_x-h_x).$$

With time dependence $e^{-i\omega t}$ this becomes

$$L\,\mathbf m=\mathbf h,\qquad L=\begin{pmatrix}A_x&iw\\-iw&A_y\end{pmatrix},\qquad \det L=A_xA_y-w^2. \tag{2}$$

The Gilbert torque $\alpha\,\mathbf m\times\dot{\mathbf m}$ acts as a field $-(\alpha/\gamma)\dot{\mathbf m}=i\alpha w\,\mathbf m$, so it replaces each $A_i$ by $A_i-i\alpha w$. This is the same as replacing $B$ by $B-i\alpha w$. The Gilbert half width is therefore $\alpha w$.

For the uniform mode $A_x=B$ and $A_y=B+B_e$. Resonance requires $B(B+B_e)=w^2$, whose positive root is

$$B=R-\frac{B_e}{2},\qquad R=\sqrt{w^2+\frac{B_e^2}{4}}. \tag{3}$$

## Spin-wave dispersion

Take a wave of in-plane wavevector $k$ at angle $\phi$ to the magnetization, with uniform amplitude through the thickness. The component of $\mathbf m$ along $\mathbf k$ is $m_x\sin\phi$. It produces volume charges whose potential decays as $e^{-k|y-y'|}/(2k)$. The thickness average needs

$$\frac1d\int_0^d\!\!\int_0^d e^{-k|y-y'|}dy\,dy'=\frac2k f,\qquad f=1-\frac{1-e^{-kd}}{kd}.$$

The charge density is $-ikM_sm_x\sin\phi$. Multiplying it by $f/k^2$ gives the average potential, and applying $-ik$ gives a field $-B_sf\sin\phi\,m_x$ along $\mathbf k$. Its $x$ component is $-B_sf\sin^2\phi\,m_x$.

The normal component creates opposite charges on the two faces. The potential difference between the faces, divided by $d$, gives an average field $-B_s(1-f)m_y$. Cross fields are odd through the thickness and average to zero. With exchange included,

$$A_x(k)=B+B_sf\sin^2\phi+Dk^2,\qquad A_y(k)=B+B_e-B_sf+Dk^2. \tag{4}$$

For $kd\ll1$, $f\simeq kd/2$. Define $S=B_sd/2$. Multiplying the two stiffnesses, and keeping the linear dipolar term and the leading exchange term, gives

$$w_k^2=w^2-a(\phi)k+bk^2, \tag{5}$$

$$a(\phi)=S\left[B-(B+B_e)\sin^2\phi\right],\qquad b=D(2B+B_e).$$

The two dipolar terms compete. A spatial modulation weakens the demagnetizing field along the normal and lowers the frequency. For waves travelling away from the magnetization direction, it also creates in-plane charges, which raise the frequency. Exchange raises the frequency at every angle.

Equation (5) drops dipolar terms of order $k^2$. At the angles that matter below, where $a(\phi)>0$, they are small when $S^2$ and $B_sBd^2/6$ are both small compared with $b$.

## Counting the degenerate states

A spin wave degenerate with the uniform mode satisfies $k(bk-a)=0$. The root $k=0$ is the uniform mode itself. The other root, $k_0(\phi)=a(\phi)/b$, is positive only if $a(\phi)>0$, that is, if

$$\sin^2\phi<\frac{B}{B+B_e}. \tag{6}$$

For $B_e>0$ this allows two angular windows, each of half width $\phi_c$, centred on the two directions of the magnetization axis. Inside them

$$k_0(\phi)=k_0(0)\left[1-\frac{\sin^2\phi}{\sin^2\phi_c}\right],\qquad k_0(0)=\frac{SB}{D(2B+B_e)}. \tag{7}$$

At a fixed allowed angle, the density of states is

$$\int_0^\infty k\,dk\;\delta(bk^2-ak)=\frac{k_0}{|2bk_0-a|}=\frac{k_0}{a}=\frac1b. \tag{8}$$

The factor $k$ removes the root at zero. Near the middle of a window the degenerate contour has a larger radius and hence more states per unit angle, but the band crosses the frequency $w$ more steeply by the same factor. The two effects cancel, so every allowed direction contributes equally. The total is

$$\int d^2k\;\delta(w_k^2-w^2)=\frac{4\phi_c}{b}. \tag{9}$$

This is the origin of the arcsine: it is the opening angle of the set of available final states.

The count was tested by listing modes of the full dispersion (4) on a wavevector grid. The film was 4 nm thick, with the other magnetic parameters of the garnet example below. At 3, 10 and 20 GHz the ratio of the count to equation (9) was 1.000, 0.999 and 0.999. Half of the states, within 0.1 percentage point, lay inside half the critical angle.

## Scattering and the linewidth

Let the disorder add a local matrix $U=\mathrm{diag}(u_x,u_y)$ to $L$, and assume that it exerts no static transverse torque, so that the equilibrium magnetization stays along $z$. The uniform amplitude $\mathbf m_0$ drives waves $\mathbf m_k\simeq-G_kU_k\mathbf m_0$, where $G_k=L_k^{-1}$. Putting these back into the equation for $\mathbf m_0$ gives

$$\left[L_0-\sum_{k\ne0}U_{-k}G_kU_k\right]\mathbf m_0=\mathbf h. \tag{10}$$

The spatial mean of $U$ is absorbed in $L_0$. To find the width we need the change of the determinant, $\delta\det L={\rm tr}({\rm adj}L\,\delta L)$. At resonance $w=\sqrt{A_xA_y}$, and the adjugate factorizes:

$${\rm adj}L=\begin{pmatrix}A_y&-iw\\iw&A_x\end{pmatrix}=vv^\dagger,\qquad v=\begin{pmatrix}\sqrt{A_y}\\i\sqrt{A_x}\end{pmatrix}. \tag{11}$$

Also $G_k={\rm adj}L_k/(w_k^2-w^2)$. A degenerate wave of small $k$ has nearly the same vector $v$ as the uniform mode, so the coupling is

$$v^\dagger Uv=A_yu_x+A_xu_y=(B+B_e)u_x+Bu_y. \tag{12}$$

Weak damping gives ${\rm Im}\,(w_k^2-w^2-i0)^{-1}=\pi\delta(w_k^2-w^2)$. A field detuning $\delta B$ changes $\det L_0$ by $(2B+B_e)\delta B$, so the imaginary part of the determinant must be divided by $2B+B_e$ to become a field width. Define

$$u_{\rm res}=p_xu_x+p_yu_y,\qquad p_x=\frac{B+B_e}{2B+B_e},\qquad p_y=\frac{B}{2B+B_e}. \tag{13}$$

The local resonance field shifts by $-u_{\rm res}$, as differentiating $(B+u_x)(B+B_e+u_y)=w^2$ confirms. The squared coupling is $(2B+B_e)^2u_{\rm res}^2$. With $C_{\rm res}(k)$ the Fourier transform of the correlation function of $u_{\rm res}$,

$$\Delta B=\pi(2B+B_e)\int\frac{d^2k}{(2\pi)^2}\,C_{\rm res}(k)\,\delta(w_k^2-w^2). \tag{14}$$

If the correlation length $\xi$ satisfies $k_0\xi\ll1$, then $C_{\rm res}(k)\simeq C_{\rm res}(0)$. Equation (9) now gives

$$\Delta B=\pi(2B+B_e)\frac{C_{\rm res}(0)}{4\pi^2}\,\frac{4\phi_c}{D(2B+B_e)}=\frac{C_{\rm res}(0)}{\pi D}\phi_c,$$

which is equation (1). Inserting (3) gives the width as a function of frequency:

$$\Delta B=\Gamma\arcsin\sqrt{\frac{\sqrt{w^2+B_e^2/4}-B_e/2}{\sqrt{w^2+B_e^2/4}+B_e/2}}. \tag{15}$$

Multiplying $w$ and $B_e$ by $\gamma$ turns them into $\omega$ and $\omega_0=\gamma\mu_0M_{\rm eff}$ and leaves the ratio unchanged.

## When the prefactor is constant

The weights obey $p_x+p_y=1$. If $u_x=u_y=u$, then $u_{\rm res}=u$ at every frequency and $\Gamma$ is constant within this approximation. A fluctuating field collinear with the magnetization is such a case. Other disorder multiplies the arcsine by a further function of frequency.

Uniaxial anisotropy makes this concrete. Let $\kappa_i=2K_i/M_s$ be the local anisotropy field fluctuation for an easy axis along $i$. An axis along $x$ reduces $A_x$, an axis along $y$ reduces $A_y$, and an axis along $z$ raises both. Hence

$$u_{\rm res}=\kappa_z-p_x\kappa_x-p_y\kappa_y. \tag{16}$$

Surface defects whose faces point along $x$, $y$ and $z$ can contribute all three terms, because each face can carry an anisotropy axis along its own normal. An axis at an oblique in-plane angle also exerts a static torque and lies outside this derivation.

If $K_i$ comes from one surface with energy per area $K_{s,i}$, averaging over the thickness gives $\kappa_i=2K_{s,i}/(M_sd)$. At fixed lateral statistics of $K_{s,i}$ and fixed $p_x,p_y$, $\Gamma$ then scales as $d^{-2}$.

The limits depend on the disorder:

- For $w\ll B_e$, $B\simeq w^2/B_e$ and $\phi_c\simeq w/B_e$. Collinear disorder gives $\Delta B\simeq\Gamma w/B_e$, which looks like extra Gilbert damping $\Gamma/B_e$. Perpendicular-anisotropy disorder carries the factor $p_y^2\simeq(w/B_e)^4$ and gives a width proportional to $w^5$. These are limits of the sharp law (1). The depth of the spin-wave band below the uniform mode falls as $w^4$, faster than the Gilbert width, so at fixed damping both forms fail at low enough frequency. For the garnet film below, the Gilbert half width is already about half of that depth at 1 GHz.
- For $w\gg B_e$, $\phi_c\simeq\pi/2-\sqrt{B_e/w}$, so saturation is slow. Collinear disorder tends to $\Gamma\pi/2$. Purely transverse or purely perpendicular disorder of the same strength tends to $\Gamma\pi/8$, because its weight tends to $1/2$. These too are limits of the sharp law. The depth of the spin-wave band tends to a constant, $S^2/(16D)$ in the small-$kd$ form, while the Gilbert width keeps growing, so at fixed damping they fail at high enough frequency.
- For $B_e<0$ with the film still magnetized in plane, $a(\phi)$ is positive at all angles. The opening angle must then be set to $\phi_c=\pi/2$. This also requires linewidths small compared with the depth of the band at $\phi=90°$, which is less than at $\phi=0$.

## Damping and the depth of the band

The sharp angular limit assumes that the uniform mode can be distinguished from the band minimum below it. At $\phi=0$ the minimum of $w_k^2$ lies $a^2/(4b)$ below $w^2$. Divided by $2B+B_e$, this is a field depth

$$B_{\rm dip}=\frac{D\,k_0(0)^2}{4}. \tag{17}$$

Both the Gilbert half width and the two-magnon half width should be small compared with it.

The opposite limit can also be solved. Damping replaces the delta function in (8), including its factor $\pi$, by a Lorentzian with $\eta=\alpha w(2B+B_e)$. If the linear term is negligible at all angles, the radial integral is

$$\int_0^\infty\frac{\eta\,k\,dk}{(bk^2)^2+\eta^2}=\frac{1}{2b}\int_0^\infty\frac{\eta\,dx}{x^2+\eta^2}=\frac{\pi}{4b}. \tag{18}$$

Over the full circle this gives $\pi^2/(2b)$, whereas the sharp result is $4\pi\phi_c/b$. The effective angle is therefore $\pi/8$, or 22.5°, independent of frequency.

With damped final states two quantities must be kept apart. Let $\sigma(\delta B)$ be the second-order term in (10), projected on $v$ and divided by $2B+B_e$, at field detuning $\delta B$. Its imaginary part at resonance, ${\rm Im}\,\sigma(0)$, sets the drop in peak height. To first order in $\sigma$, the half width seen in a field sweep grows by ${\rm Im}\,\sigma(0)+[{\rm Re}\,\sigma(\alpha w)-{\rm Re}\,\sigma(-\alpha w)]/2$. For damping well below the dip, the second term largely cancels the damping correction to the first. In the limit (18), $\sigma\propto-\ln(\delta B-i\alpha w)$ and the second term vanishes. In between it is of the same order as the first and can have either sign. The damped integrals quoted below are values of ${\rm Im}\,\sigma(0)$ unless stated otherwise.

This limit requires more than $\alpha w\gg B_{\rm dip}$. At $\phi=90°$ the linear coefficient is $-SB_e$. Its magnitude is $B_e/B$ times that at $\phi=0$, so it is the larger of the two when $B<B_e$. The condition is that $\alpha w$ be large compared with both $B_{\rm dip}$ and $B_{\rm dip}(B_e/B)^2$, while staying small compared with $B$. The approach is slow, roughly as the square root of these ratios: with damping ten times the larger depth, the angle can still be off by about 20%. A numerical integration at 10 GHz, with garnet parameters, a half width of 1 mT and a formal thickness of 0.3 nm to suppress the dip, gave 22.6°.

## Worked example: a 15 nm garnet film

Take rough parameters for thin yttrium iron garnet: $B_s=0.175$ T, $B_e=0.200$ T, $A=3.7$ pJ/m, $\alpha=10^{-4}$ and $g=2$. These give $D=53.14$ T nm². The disorder is a chosen collinear field of 2 mT rms with correlation function $u_{\rm rms}^2e^{-r^2/2\xi^2}$ and $\xi=20$ nm. Its area integral is

$$C_{\rm res}(0)=2\pi(20)^2(0.002)^2=0.01005\ {\rm T^2\,nm^2},$$

so $\Gamma=0.01005/(\pi\times53.14)$ T $=0.0602$ mT.

At 10 GHz, $w=357.2$ mT. Equation (3) gives $B=371.0-100.0=271.0$ mT. Then $B/(B+B_e)=0.575$ and $\phi_c=49.3°=0.861$ rad. The two-magnon half width is $0.0602\times0.861=0.052$ mT, compared with a Gilbert half width of 0.036 mT. For a Lorentzian line, the two-magnon part corresponds to 0.104 mT full width, or to a peak-to-peak width of 0.060 mT (0.60 Oe).

| GHz | $\phi_c$ (deg) | $B_{\rm dip}$ (mT) | $\Delta B$ (mT) |
|---:|---:|---:|---:|
| 2 | 18.7 | 0.070 | 0.020 |
| 5 | 35.9 | 0.53 | 0.038 |
| 10 | 49.3 | 1.08 | 0.052 |
| 20 | 60.4 | 1.50 | 0.064 |

The high-frequency limit of the sharp law is 0.095 mT, and the curve is still well below it at 20 GHz. A straight line through the 2 and 5 GHz values would add $1.7\times10^{-4}$ to the apparent Gilbert damping, more than the true $\alpha$. Between 10 and 20 GHz the addition falls to $0.3\times10^{-4}$.

With the same rms strength and correlation length, purely perpendicular disorder gives only 0.007 mT at 10 GHz. Purely transverse disorder gives 0.021 mT at 5, 10 and 20 GHz: over this range the falling weight $p_x^2$ nearly offsets the growing angle. A nearly constant width left after subtracting the Gilbert part therefore does not by itself rule out two-magnon scattering.

The approximations can be sized for the collinear disorder of this example. Finite $kd$ and $k\xi$ change the arcsine result by at most about 3% over the four frequencies. Including Gilbert damping of the final states brings ${\rm Im}\,\sigma(0)$ to 0.94–0.99 of the arcsine value. Adding the two-magnon width to that damping, as an estimate of disorder broadening, gives 0.89 at 2 GHz, where the band dip is shallow, and 0.92–0.96 at the higher frequencies. The half width of the field-swept line is affected less: with self-consistently broadened final states its two-magnon part is about 1.00, 0.99 and 0.98 of the arcsine value at 2, 5 and 10 GHz. The exchange offset of the first thickness mode, $D(\pi/d)^2=2.3$ T, is well above the applied fields and supports the uniform thickness profile.

The second-order treatment was tested separately by solving the full linear response of disordered 15 nm films on a $128\times128$ grid. The damping half width was one fifth of the band dip, and the disorder was weak enough that the collinear $\Gamma$ was 5% of that half width. The ratio of the solved ${\rm Im}\,\sigma(0)$ to the second-order integral was 0.98 for collinear and for perpendicular disorder at 5 GHz, and 0.99 for collinear disorder at 15 GHz. In these tests the collinear $\Gamma$ was 1% of the band dip. In the worked example it is about 6% of the dip at 10 GHz but about 86% at 2 GHz, so the 2 GHz width is only an estimate.

## Real films and metallic layers

The garnet parameters describe a low-loss film; the disorder strength and correlation length are choices, not measurements. Real films may have larger damping, or inhomogeneity extending over distances comparable with $1/k_0$, which is 111 nm at 10 GHz here. The first blurs the angular limit, and the second invalidates the constant $C_{\rm res}(0)$.

A thin metal film shows how much damping can matter. Take rough permalloy values $B_s=1.0$ T, $B_e=0.9$ T, $A=13$ pJ/m, $\alpha=0.007$ and $d=5$ nm. At 5 GHz the Gilbert half width is 1.25 mT but the band dip is only 0.06 mT. For collinear disorder, the damped second-order integral gives effective angles of 7.4°, 12.9° and 22.9° at 5, 10 and 20 GHz, where the sharp law gives 11.0°, 20.4° and 33.5°. ${\rm Im}\,\sigma(0)$ is thus 0.63–0.68 of the arcsine value. The field-swept half width also contains the real-part term, which is not small here and is not included in these numbers.

The reduction of ${\rm Im}\,\sigma(0)$ is nearly the same at these three frequencies, though not far outside this range. An arcsine fit with $\alpha$ known independently could therefore look acceptable and still return a wrong disorder strength $C_{\rm res}(0)$; the size of the error for a measured half width requires the real-part term as well. If $\alpha$ is fitted as well, it can absorb part of the two-magnon width, and the error then depends on the frequency range. The film is not in the $\pi/8$ limit: at 5 GHz, $B_{\rm dip}(B_e/B)^2$ is about 40 mT, far above the damping. The closeness of the 20 GHz angle to 22.5° is accidental, since the same quantity is still about 14 mT there, against a damping half width of 5 mT.

## Use in calculations and fits

For a given frequency, compute $B$ from (3), then $k_0(0)$ from (7) and $B_{\rm dip}$ from (17). Equation (1) is suitable when $k_0d$ and $k_0\xi$ are small, $S^2$ is small compared with $b$, and the total half width is well below $B_{\rm dip}$. The condition on $S^2$ needs its own check in thin metal films with small $B_e$, where it can fail even though $k_0d$ is small. Include the weights (13) unless the disorder is known to be collinear.

If $k_0\xi$ is not small but the other conditions hold, keep the correlation function inside the angular integral:

$$\Delta B=\frac{1}{2\pi D}\int_{-\phi_c}^{\phi_c}C_{\rm res}\big(k_0(\phi),\phi\big)\,d\phi. \tag{19}$$

The two windows contribute equally because $C_{\rm res}(\mathbf k)=C_{\rm res}(-\mathbf k)$. If damping is comparable with the band dip, use the dispersion (4) with $A_i\to A_i-i\alpha w$ and integrate the second-order term in (10) over all wavevectors, at fields across the line rather than at resonance alone, so that the real part of $\sigma$ enters the half width.

In a fit, $\Gamma$ and $\alpha$ are hard to separate if all data lie at $w\ll B_e$ but still within the range of equation (1), because both widths are then nearly linear in frequency for collinear disorder. Data extending to $w>B_e$ capture the bend. For the garnet film $w=B_e$ falls between 5 and 10 GHz; for the permalloy film it lies above 20 GHz. The numerical output below gives the remaining values.

## Computed results

```
YIG film (rough): mu0Ms = 0.175 T, mu0Meff = 0.200 T, d = 15 nm
A = 3.7 pJ/m, D = 53.14 T nm^2, alpha = 1.0e-04, g = 2.00
disorder: rms = 2.0 mT, correlation length = 20 nm
C_res(0) = 0.01005 T^2 nm^2, Gamma (half width) = 0.0602 mT
high-frequency limit Gamma*pi/2 = 0.0946 mT
 2 GHz: w = 71.45 mT, B = 22.90 mT, phi_c = 18.70 deg
   k0 = 0.00230 1/nm, k0*d = 0.035, k0*xi = 0.046, dip = 0.0704 mT
   half width, mT: collinear 0.0196, perpendicular 0.00017, transverse 0.0162
   Gilbert half width = 0.0071 mT
   ratio to arcsine law: finite kd, k*xi 1.003; + Gilbert 0.974; + disorder broadening 0.894
 5 GHz: w = 178.62 mT, B = 104.71 mT, phi_c = 35.89 deg
   k0 = 0.00632 1/nm, k0*d = 0.095, k0*xi = 0.126, dip = 0.5301 mT
   half width, mT: collinear 0.0377, perpendicular 0.00247, transverse 0.0209
   Gilbert half width = 0.0179 mT
   ratio to arcsine law: finite kd, k*xi 0.994; + Gilbert 0.985; + disorder broadening 0.964
10 GHz: w = 357.24 mT, B = 270.97 mT, phi_c = 49.33 deg
   k0 = 0.00902 1/nm, k0*d = 0.135, k0*xi = 0.180, dip = 1.0810 mT
   half width, mT: collinear 0.0519, perpendicular 0.00692, transverse 0.0209
   Gilbert half width = 0.0357 mT
   ratio to arcsine law: finite kd, k*xi 0.979; + Gilbert 0.968; + disorder broadening 0.952
20 GHz: w = 714.48 mT, B = 621.44 mT, phi_c = 60.43 deg
   k0 = 0.01064 1/nm, k0*d = 0.160, k0*xi = 0.213, dip = 1.5034 mT
   half width, mT: collinear 0.0635, perpendicular 0.01178, transverse 0.0206
   Gilbert half width = 0.0714 mT
   ratio to arcsine law: finite kd, k*xi 0.968; + Gilbert 0.944; + disorder broadening 0.924
10 GHz two-magnon: FWHM = 0.1037 mT, peak-to-peak = 0.0599 mT = 0.599 Oe
apparent extra damping from slope 2-5 GHz = 1.69e-04
apparent extra damping from slope 5-10 GHz = 7.91e-05
apparent extra damping from slope 10-20 GHz = 3.27e-05
first thickness mode: exchange offset D(pi/d)^2 = 2.33 T
permalloy (rough): mu0Ms 1.0 T, mu0Meff 0.9 T, A 13 pJ/m, d 5 nm, alpha 0.007
   5 GHz: dip 0.0595 mT, Gilbert 1.250 mT, phi_c 11.0 deg, effective angle 7.4 deg
  10 GHz: dip 0.5619 mT, Gilbert 2.501 mT, phi_c 20.4 deg, effective angle 12.9 deg
  20 GHz: dip 2.6081 mT, Gilbert 5.001 mT, phi_c 33.5 deg, effective angle 22.9 deg
strong-blurring angle: computed 22.59 deg, pi/8 = 22.50 deg
mode count / (4 phi_c/b) at 3, 10, 20 GHz: 1.000 0.999 0.999
share of modes within phi_c/2: 0.501 0.500 0.500
Born / arcsine, thin sharp film: 1.000 0.999 0.996
solved disordered film / Born: 0.981 0.979 0.990
```
